# Survival at an unstable fixed point decays at the drift trace

In a perpendicular magnetic memory cell, a spin current polarized along the axis, of the right sign and above a critical value, makes the stored direction unstable, but it exerts no torque on a moment lying exactly along the axis. Thermal motion must first tilt the moment. If the tilt stays small for too long, the pulse ends before reversal and the write fails. How fast does the probability of such a failure fall with pulse length? The angle grows at some rate $g$, yet the failure probability falls at $2g$. The factor two is the number of transverse directions in which the moment must remain small, and it is a case of a general result.

## Setting and theorem

Let $X_t\in\mathbb R^n$ obey

$$dX=AX\,dt+\sqrt{2\varepsilon D}\,dW ,$$

with $W$ a standard Wiener process, $D$ a constant, symmetric, positive definite matrix, and $\varepsilon$ the noise strength. Every eigenvalue of $A$ has positive real part: the origin is fully unstable. Let $U$ be a bounded, connected, smooth domain containing the origin, and let $S_x(t)$ be the probability that a path started at $x$ has not left $U$ by time $t$.

The generator and its adjoint are

$$Lf=Ax\cdot\nabla f+\varepsilon\nabla\cdot(D\nabla f),\qquad L^\dagger q=-\nabla\cdot J,\quad J=Axq-\varepsilon D\nabla q .$$

I use the standard fact that, with absorption on $\partial U$, there is a simple lowest decay rate $\lambda$ with a positive density $q$: $L^\dagger q=-\lambda q$, $q=0$ on $\partial U$, $\int_U q=1$. Then $S_x(t)$ decays as $e^{-\lambda t}$ at long times, and a start drawn from $q$ gives $S_q(t)=e^{-\lambda t}$. Averages over $q$ are written $\langle\cdot\rangle$.

**Theorem.** Put $\Gamma=\operatorname{tr}A$. Then $\lambda>\Gamma$ for every $\varepsilon>0$, and $\lambda-\Gamma\to0$ as $\varepsilon\to0$, with a bound that is a power of $1/\varepsilon$ times $e^{-m/2\varepsilon}$, where $m>0$.

## Lemma 1: the free process

Without absorption,

$$X_t=e^{At}\left(x+\int_0^t e^{-As}\sqrt{2\varepsilon D}\,dW_s\right).$$

The integral is Gaussian with covariance $\varepsilon C_t$, where $C_t=\int_0^t M_s\,ds$ and $M_s=e^{-As}2De^{-A^Ts}$. Since $e^{-As}$ decays, $C_t$ increases to a finite matrix $C$. Integrating $dM_s/ds=-(AM_s+M_sA^T)$ from zero to infinity gives $-2D=-(AC+CA^T)$, so

$$AC+CA^T=2D .$$

Changing variables from the bracket to $X_t$ brings in $\det e^{At}=e^{\Gamma t}$. The density at $y$ is therefore

$$p_t(x,y)=\frac{e^{-\Gamma t}}{\sqrt{(2\pi\varepsilon)^n\det C_t}}\exp\left[-\frac{(v-x)^TC_t^{-1}(v-x)}{2\varepsilon}\right],\quad v=e^{-At}y .$$

A path that never left $U$ is in $U$ at time $t$, so $S_x(t)\le\int_U p_t(x,y)\,dy$. This is at most a constant times $e^{-\Gamma t}$, hence $\lambda\ge\Gamma$. Physically, the flow expands volumes at the rate $\Gamma$ and dilutes the probability left in a fixed region.

## Lemma 2: a Gaussian eigenfunction

The function $\varphi(x)=\exp(-x^TC^{-1}x/2\varepsilon)$ satisfies $L\varphi=-\Gamma\varphi$.

*Proof.* From $\nabla\varphi=-C^{-1}x\,\varphi/\varepsilon$,

$$\frac{L\varphi}{\varphi}=-\frac{x^TA^TC^{-1}x}{\varepsilon}-\operatorname{tr}(DC^{-1})+\frac{x^TC^{-1}DC^{-1}x}{\varepsilon}.$$

Multiplying the equation for $C$ by $C^{-1}$ on both sides gives $C^{-1}A+A^TC^{-1}=2C^{-1}DC^{-1}$. The two terms on the left have equal quadratic forms, so the third term cancels the first. Multiplying by $C^{-1}$ on the right only and taking the trace gives $2\operatorname{tr}A=2\operatorname{tr}(DC^{-1})$. What remains is $-\Gamma$. ∎

## Lemma 3: the excess is a boundary flux

With $n$ the outward normal,

$$\lambda-\Gamma=\frac{\oint_{\partial U}\varphi\,J\cdot n}{\langle\varphi\rangle}.$$

*Proof.* Multiply $\nabla\cdot J=\lambda q$ by $\varphi$ and integrate by parts:

$$\lambda\langle\varphi\rangle=\oint\varphi\,J\cdot n-\int_U J\cdot\nabla\varphi .$$

In the last integral, the diffusive part of $J$ is integrated by parts again. Its boundary term vanishes because $q=0$ there. So $\int J\cdot\nabla\varphi=\int qL\varphi=-\Gamma\langle\varphi\rangle$, which gives the identity. ∎

On the boundary $J\cdot n=-\varepsilon n\cdot D\nabla q\ge0$, and its integral is $\lambda>0$. Since $\varphi>0$, this proves $\lambda>\Gamma$. If $m=\min_{\partial U}x^TC^{-1}x$, then $\varphi\le e^{-m/2\varepsilon}$ on $\partial U$ and

$$0<\lambda-\Gamma\le\frac{\lambda\,e^{-m/2\varepsilon}}{\langle\varphi\rangle}.$$

## Lemma 4 and the end of the proof

It remains to show that $\langle\varphi\rangle$ is no smaller than a power of $\varepsilon$.

First, $\lambda$ is bounded. With $X=\sqrt\varepsilon\,Y$ the equation becomes $dY=AY\,dt+\sqrt{2D}\,dW$, free of $\varepsilon$. For small $\varepsilon$, $U$ contains the ball of radius $\sqrt\varepsilon$. Leaving $U$ requires leaving this ball first, so $\lambda\le\Lambda$, where $\Lambda$ is the $\varepsilon$-independent rate for $Y$ in the unit ball.

Next, write $|z|_C^2=z^TC^{-1}z$. Because $C_t\le C$, we have $C_t^{-1}\ge C^{-1}$. From $|x|_C^2\le2|x-v|_C^2+2|v|_C^2$,

$$(v-x)^TC_t^{-1}(v-x)\ge|v-x|_C^2\ge\tfrac12|x|_C^2-|v|_C^2 .$$

Since $e^{-At}$ decays exponentially, there are constants $K,\mu>0$ such that at $T=(2\mu)^{-1}\ln(K/\varepsilon)$ every $y\in U$ has $|v|_C^2\le\varepsilon$. For $\varepsilon$ small enough, $T\ge1$ and $\det C_T\ge\det C_1$. Inserting this in Lemma 1 and averaging the start over $q$,

$$e^{-\lambda T}=S_q(T)\le\frac{|U|\,e^{1/2}e^{-\Gamma T}}{\sqrt{(2\pi\varepsilon)^n\det C_1}}\,\langle\varphi^{1/2}\rangle .$$

Jensen's inequality gives $\langle\varphi^{1/2}\rangle\le\langle\varphi\rangle^{1/2}$. Solving for $\langle\varphi\rangle$ and using $\lambda-\Gamma\le\Lambda$,

$$\langle\varphi\rangle\ge\frac{(2\pi\varepsilon)^n\det C_1}{e\,|U|^2}\,e^{-2\Lambda T},\qquad e^{-2\Lambda T}=\left(\frac{\varepsilon}{K}\right)^{\Lambda/\mu}.$$

The right side is a power of $\varepsilon$. Together with Lemma 3 this proves the theorem. ∎

## Remarks on the linear problem

**The trace, not the fastest growth.** Take $A=\begin{pmatrix}1.2&0.5\\0.1&0.4\end{pmatrix}$ and $\varepsilon D=\operatorname{diag}(1,0.6)$, in dimensionless units. The growth rates are $0.342$ and $1.258$. In a square box of half-width 7 the computed survival rate is $1.600000$, within $10^{-6}$ of the trace. At half-width 3.5 it is $1.6225$ on the grid used and $1.6227$ when converged. The converged excess, $0.0227$, equals the boundary-flux expression.

**A saddle.** If one eigenvalue has negative real part, the integral defining $C$ diverges and the theorem does not apply. For $A=\operatorname{diag}(1,-0.5)$ and diagonal noise the coordinates are independent. The stable one rarely reaches a distant boundary, so only the growing one costs probability. The computed rate is $1.000$, while the trace is $0.5$.

**Amplitude.** Suppose the drift points outward everywhere on $\partial U$. At weak noise, paths that leave and return matter only in a thin edge layer. Then Lemma 1, with $v\to0$, gives to leading order

$$S_x(t)\simeq\frac{|U|\,\varphi(x)}{\sqrt{(2\pi\varepsilon)^n\det C}}\,e^{-\Gamma t}.$$

For the larger box and $x=0$ the formula gives an amplitude of $26.07$ and the computation $24.83$, with a grid error of about 0.5%; this is about 5% less. Edge layers account for this. Near a side with outward drift $b$ and normal diffusion $d$, constant flux gives a density proportional to $1-e^{-b\ell/d}$ at distance $\ell$, a missing width $d/b$. Averaged along the sides, $d/b$ is about $0.13$ on one pair and $0.22$ on the other. The missing fraction is $2(0.13+0.22)/14\approx5\%$.

**The disk.** Let $A=g\mathbb 1+\omega R$, where $R$ generates rotations in the plane, and let the noise be isotropic with strength $d$. Rotation does not act on radial functions. With $s=gr^2/2d$ the backward equation is

$$(sf')'+sf'=-(1+\eta)f,\qquad \lambda=2g(1+\eta).$$

Setting $f=e^{-s}h$ gives $(sh')'-sh'+\eta h=0$. To first order in $\eta$, $h=1-\eta k$ with $(sk')'-sk'=1$. Writing $k=\sum k_js^j$ gives $k_1=1$ and $k_{j+1}=jk_j/(j+1)^2$, so $k_j=1/(j\,j!)$. Absorption at radius $\rho$ requires $h=0$ at $s_\rho=g\rho^2/2d$:

$$\eta\simeq\left[\sum_{j\ge1}\frac{s_\rho^j}{j\,j!}\right]^{-1}\sim s_\rho e^{-s_\rho}\quad(s_\rho\gg1).$$

At $s_\rho=8$ the series gives $0.002285$ and the exact eigenvalue $0.002297$.

## The perpendicular macrospin

Let $\mathbf m$ be the unit magnetization of a uniform, axially symmetric magnet with anisotropy field $\mathbf B=B_km_z\hat{\mathbf z}$, where $B_k=\mu_0H_k$ includes the demagnetizing field. A spin current polarized along the axis gives a torque of amplitude $b$, in tesla, signed to destabilize $+\hat{\mathbf z}$:

$$\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\dot{\mathbf m},\quad
\mathbf T=-\gamma\,\mathbf m\times\mathbf B+\gamma b\,\mathbf m\times(\mathbf m\times\hat{\mathbf z}).$$

Substituting the equation into its own damping term, with $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$, gives $(1+\alpha^2)\dot{\mathbf m}=\mathbf T+\alpha\,\mathbf m\times\mathbf T$. Now $\mathbf m\times\hat{\mathbf z}$ has no $z$ component, and that of $\mathbf m\times(\mathbf m\times\hat{\mathbf z})$ is $-\sin^2\theta$. Therefore

$$(1+\alpha^2)\dot m_z=-\gamma(b-\alpha B_k\cos\theta)\sin^2\theta .$$

Since $\dot m_z=-\sin\theta\,\dot\theta$,

$$\dot\theta=\frac{(i-\cos\theta)\sin\theta}{\tau_D},\qquad \tau_D=\frac{1+\alpha^2}{\alpha\gamma B_k},\quad i=\frac{b}{\alpha B_k}=\frac{I}{I_{c0}} .$$

Near $\theta=0$ the angle grows at $g=(i-1)/\tau_D$. By axial symmetry the drift matrix for $(m_x,m_y)$ is $g\mathbb 1+\omega R$. Its trace is $2g$; precession contributes nothing. Thus, for $i>1$ and weak noise,

$$\boxed{\lambda\to2g=\frac{2(i-1)}{\tau_D}} .$$

Equivalently, remaining below a fixed angle requires the bracket in Lemma 1, the initial tilt plus the accumulated noise carried back to the start, to be no larger than order $e^{-gt}$. The probability of this scales as the allowed area, $e^{-2gt}$.

**Noise strength.** Let $\Delta$ be the anisotropy barrier divided by $kT$, and $u=\cos\theta$. At zero current the drift is $\dot u=u(1-u^2)/\tau_D$, and isotropic angular diffusion $D_\theta$ gives the flux $-D_\theta(1-u^2)\partial_up$. The total flux must vanish for the Boltzmann density $e^{\Delta u^2}$, so $D_\theta=1/(2\Delta\tau_D)$. I assume that the current does not alter the noise. As a test of the reduction, the vector equation with a thermal field was integrated for 20,000 paths at $\Delta=60$, $i=1.8$, $\alpha=0.1$. At $t=2.9\,\tau_D$ the fraction that had not crossed the equator was $0.298$, as in the Fokker-Planck solution.

**First correction from the sphere.** The theorem covers linear drift. On the sphere the drift is nonlinear, and the correction is in general of order $1/\Delta$ instead of exponentially small. Set $w=1-u$, $a=i-1$, $x=\Delta w$ and $\tau=t/\tau_D$. The noiseless flow is $dw/d\tau=w(2-w)(a+w)$, and the backward equation is

$$\frac1{2\Delta}\frac{d}{dw}\left[w(2-w)\frac{df}{dw}\right]+w(2-w)(a+w)\frac{df}{dw}=-\lambda\tau_Df .$$

In terms of $x$, the operator is $L_0+L_1/\Delta+\dots$ with

$$L_0f=(xf')'+2axf',\qquad L_1f=-\tfrac12(x^2f')'+(2-a)x^2f' .$$

At leading order $f_0=e^{-2ax}$ and $\lambda\tau_D=2a$. Write the next terms as $f_1/\Delta$ and $\Lambda_1/\Delta$, so that $L_0f_1+L_1f_0=-2af_1-\Lambda_1f_0$. Integrate over $x$ from 0 to infinity; the equator is exponentially remote. By parts, $\int L_0f_1=-2a\int f_1$, which cancels. Hence

$$\Lambda_1=-\frac{\int L_1f_0}{\int f_0}=\frac{(2-a)\,2a\cdot2/(2a)^3}{1/(2a)}=\frac{2-a}{a},$$

$$\lambda\tau_D=2(i-1)+\frac{3-i}{(i-1)\Delta}+O(\Delta^{-2}).$$

The correction is relatively small when $(i-1)^2\Delta\gg1$, so the simple rule fails close to the critical current.

## Amplitude of the write error

Count a write as failed if the moment has not crossed the equator during the pulse. Near the pole, $e^{\Delta u^2}\propto e^{-2\Delta w}$, so $w=(m_x^2+m_y^2)/2$ starts with an exponential distribution of mean $1/2\Delta$. The transverse components stay Gaussian and isotropic in the linear stage, so $w$ stays exponentially distributed. Its mean obeys $d\bar w/d\tau=2a\bar w+1/\Delta$, with solution

$$\bar w=\frac{e^{2a\tau}}{2\Delta}+\frac{e^{2a\tau}-1}{2a\Delta}=\frac{i\,e^{2a\tau}-1}{2a\Delta}.$$

At larger angles noise is negligible but the flow is nonlinear. Define $y(w)$ by $y\to w$ at small $w$ and $dy/d\tau=2ay$ along the flow. Then

$$\frac{d\ln y}{dw}=\frac{2a}{w(2-w)(a+w)}=\frac1w+\frac{a}{a+2}\frac1{2-w}-\frac2{a+2}\frac1{a+w}.$$

Integrating, with the constant fixed at small $w$, gives at the equator

$$y_1=y(1)=2^{a/(a+2)}\left(\frac a{1+a}\right)^{2/(a+2)} .$$

The variable $y$ continues the linear growth, so a write fails if $y<y_1$. At leading order in $1/\Delta$,

$$S=1-\exp\left[-\frac{2\Delta a\,y_1}{i\,e^{2at/\tau_D}-1}\right].$$

## A worked junction

Take rough typical values for a small perpendicular tunnel junction: diameter 25 nm, free layer 2 nm, $M_s=1000$ kA/m, $B_k=0.5$ T, $\alpha=0.01$, 300 K, and $i=1.8$. The barrier is $\tfrac12M_sB_kV=1.53$ eV, so $\Delta=59.3$. The time scale is $\tau_D=1.136$ ns. Then

$$g=\frac{0.8}{1.136\ \mathrm{ns}}=0.704\ \mathrm{ns^{-1}},\qquad 2g=1.41\ \mathrm{ns^{-1}} .$$

At leading order each decade of error costs $\ln10/2g=1.63$ ns; with the $1/\Delta$ correction to the rate it is 1.61 ns. With $y_1=0.683$, an error of $10^{-6}$ requires

$$t\simeq\frac1{2g}\ln\frac{2(59.3)(0.8)(0.683)}{1.8\times10^{-6}}=12.35\ \mathrm{ns},$$

against 12.20 ns from the Fokker-Planck solution. Extending the linear growth of $\theta$ to $\pi/2$ would replace $y_1$ by $\pi^2/8=1.234$ and raise the predicted tail by a factor 1.8.

The formula exceeds the numerical error by 3% at 4 ns and by 23% at 12 ns, relative to the numerical values. The gap widens mainly because the true decay is slightly faster: $\lambda\tau_D=1.6237$ numerically, $1.6253$ with the first correction, and $1.6$ without it.

**Comparison with devices.** A charge current $I$ delivers angular momentum at the rate $\eta_s\hbar I/2e$, where $\eta_s$ is the torque efficiency. Shared over the moment $M_sV$, this gives $b=\eta_s\hbar I/(2eM_sV)$. Setting $b=\alpha B_k$ gives the critical current $I_{c0}=2e\alpha M_sVB_k/(\eta_s\hbar)$, about 25 µA for $\eta_s=0.6$. The estimated write current is $1.8\,I_{c0}$, or 45 µA. With a resistance-area product of 5 Ω µm² the voltage is 0.46 V, or 4.6 MV/cm across a 1 nm barrier, below the roughly 10 MV/cm typical of breakdown in thin oxide barriers. Wear from repeated pulses is not estimated. The model also assumes uniform magnetization, which can be checked near the initial state. A nonuniform mode of wavenumber $k$ feels an additional exchange field $2A_{\rm ex}k^2/M_s$, which raises its damping. Its growth rate is $(i-1-r)/\tau_D$, with $r=2A_{\rm ex}k^2/(M_sB_k)$. For $A_{\rm ex}=15$ pJ/m and free edges the lowest such mode has $r=1.30$ and decays at $i=1.8$. With exchange alone, it grows above $i=2.30$. This mode comes as a degenerate pair with two transverse components each, so in the linear model it would add $4(i-1-r)/\tau_D$ to the decay rate of the probability of remaining near the initial state. This estimate omits the dynamic dipolar field and the weaker static demagnetizing field near the edge. To first order, together they raise $r$ to about 1.5 and the threshold to about $i=2.5$. This check covers only small angles and one value of $A_{\rm ex}$. The factor $y_1$ needs uniform precession up to the equator. With exchange alone, a mode about precession at angle $\theta$ has squared frequency proportional to $r(r-\sin^2\theta)$ and is unstable when $r<\sin^2\theta$. Since $r\propto A_{\rm ex}/\text{diameter}^2$, the exchange-only $r$ falls below 1 above about 28 nm, or for $A_{\rm ex}$ below about 11.5 pJ/m, so the example lies near the edge of the macrospin regime. Cells that reverse nonuniformly, or switch back during the pulse, need not follow the amplitude or the slope derived here.

Other effects, taken one at a time:

- An in-plane field of 20 mT changes the trace by $-0.08\%$. This does not include its effect on the amplitude of the error, which is larger.
- A torque proportional to $1/(1\pm0.36\cos\theta)$, with $i$ at the pole held fixed, leaves the leading tail rate unchanged. It changes $y_1$ to $0.494$ or $1.476$, which by itself would move the required pulse by $-0.23$ or $+0.55$ ns. At this $\Delta$ the $1/\Delta$ correction to the tail rate changes as well, and the full Fokker-Planck shifts are about $-0.34$ and $+0.80$ ns.
- A 10% lower $B_k$ at the same current and $M_s$ raises the leading tail rate $2g$ by 12.5%, so spread between cells matters.
- Noise at 350 K, with $M_s$ and $B_k$ fixed, shortens the pulse by 0.11 ns at leading order and by 0.13 ns in the Fokker-Planck solution.
- The precession quantum is $0.002\,kT$, so classical noise is adequate here.

The remaining values are in the numerical output.

## Computed results

```
LINEAR TEST (dimensionless)
A = [[1.2, 0.5], [0.1, 0.4]]  D = [1.0, 0.6]
growth rates 0.3417, 1.2583; trace 1.6000
C: xx 1.0756, xy -0.5814, yy 1.6453
rate, box half-width 7.0: 1.600000
rate, box half-width 3.5: 1.6225
  excess 0.0225, from boundary flux 0.0227
prefactor: numerical 24.83, formula 26.07
saddle diag(1,-0.5): rate 1.0000, trace 0.5
disk s=8.0: excess/2g 0.002296, series 0.002285
MACROSPIN TESTS
i = 1.8: trace*tau_D 1.60000
paths: survival 0.2980, Fokker-Planck 0.2982
  at tau 2.9, Delta 60, damping 0.1, 20000 paths
formula deviation at tau=10: Delta 60 -17.35 %
                             Delta 240 -4.86 %
JUNCTION: INPUTS (rough typical values)
diameter 25 nm, free layer 2 nm
Ms 1000 kA/m, mu0*Hk 0.5 T, damping 0.01, T 300 K
exchange 15 pJ/m, torque efficiency 0.6
RA 5 ohm um2, barrier 1 nm
JUNCTION: RESULTS
barrier energy 1.532 eV, Delta 59.26
tau_D 1.1359 ns
angular growth rate 0.7043 /ns, tail rate 1.4085 /ns
time per decade of error 1.635 ns
flow factor y1 0.6830; linear-angle value 1.2337
error at 4 ns: numerical 1.178e-01, formula 1.209e-01
error at 6 ns: numerical 7.071e-03, formula 7.657e-03
error at 8 ns: numerical 4.063e-04, formula 4.593e-04
error at 10 ns: numerical 2.330e-05, formula 2.747e-05
error at 12 ns: numerical 1.336e-06, formula 1.642e-06
pulse for error 1e-6: numerical 12.20 ns, formula 12.35 ns
NEGLECTED EFFECTS
rate*tau_D: leading 1.6000, first order 1.6253
  numerical 1.6237, late slope 1.6237
nonuniform mode: exchange/anisotropy 1.302
  growth*tau_D -0.502; unstable above i = 2.30
in-plane field 20 mT: trace change -0.080 %
torque 1/(1+-0.36 cos): y1 0.4939 (+), 1.4760 (-)
Hk lower by 10 %, same current: tail rate +12.5 %
350 K noise, fixed Ms and Hk: pulse shift -0.109 ns
hbar*omega/kT 0.00224
critical current 24.9 uA, write current 44.7 uA
junction voltage 0.456 V, barrier field 4.56 MV/cm
```
